# Jamming coverage of dimers in random sequential exchange on a row: a program that tests the result

```python
"""Random sequential exchange of dimers on a one-dimensional row of sites.

Result under test: if every neighbouring pair of sites receives attempts at
the same rate k, and dimers are immobile and permanent, the occupied fraction
of an infinite row is
    theta(t) = 1 - exp(-2 u),  u = 1 - exp(-tau),  tau = k t,
with jamming limit 1 - exp(-2).
Symbols: P_m = probability that m given consecutive sites are empty;
h_j = probability that the end site of an open row of j sites is empty;
U_n = mean number of empty sites in a jammed open row of n sites.
"Empty" means that the site still carries its original ligand.
"""
from fractions import Fraction
from math import exp, factorial, log, sqrt

import numpy as np
from scipy.linalg import expm


def coverage(tau):
    return 1.0 - exp(-2.0 * (1.0 - exp(-tau)))


def end_site_empty(j, u):
    return sum((-u) ** k / factorial(k) for k in range(j))


def jammed_empty_formula(n):
    return sum(Fraction((n - k) * (-2) ** k, factorial(k)) for k in range(n))


def jammed_empty_by_enumeration(n, pairs, rates):
    """Average the final number of empty sites over all landing sequences."""
    memo = {}

    def mean_empty(state):
        if state not in memo:
            moves = [(p, r) for p, r in zip(pairs, rates) if not state & p]
            if moves:
                total = sum(r for _, r in moves)
                memo[state] = sum(r * mean_empty(state | p)
                                  for p, r in moves) / total
            else:
                memo[state] = Fraction(n - bin(state).count("1"))
        return memo[state]

    return mean_empty(0)


def open_pairs(n):
    return [(1 << i) | (1 << (i + 1)) for i in range(n - 1)]


# Master equation of an open row: every run of empty sites is checked.
n_short, tau_short = 8, 0.7
generator = np.zeros((2 ** n_short, 2 ** n_short))
for state in range(2 ** n_short):
    for pair in open_pairs(n_short):
        if not state & pair:
            generator[state | pair, state] += 1.0
            generator[state, state] -= 1.0
start = np.zeros(2 ** n_short)
start[0] = 1.0
probability = expm(generator * tau_short) @ start
u_short = 1.0 - exp(-tau_short)
shielding_error = 0.0
for first in range(n_short):
    for last in range(first, n_short):
        run = sum(1 << i for i in range(first, last + 1))
        direct = sum(probability[s] for s in range(2 ** n_short)
                     if not s & run)
        product = (exp(-(last - first) * tau_short)
                   * end_site_empty(first + 1, u_short)
                   * end_site_empty(n_short - last, u_short))
        shielding_error = max(shielding_error, abs(direct - product))
assert shielding_error < 1e-11

# Exact rational averages for jammed open rows and for a jammed ring.
for n in range(1, 11):
    pairs = open_pairs(n)
    counted = jammed_empty_by_enumeration(n, pairs, [Fraction(1)] * len(pairs))
    convolution = sum(end_site_empty(i, Fraction(1))
                      * end_site_empty(n + 1 - i, Fraction(1))
                      for i in range(1, n + 1))
    assert counted == jammed_empty_formula(n) == convolution

n_ring = 12
ring_pairs = [(1 << i) | (1 << ((i + 1) % n_ring)) for i in range(n_ring)]
ring_equal = jammed_empty_by_enumeration(
    n_ring, ring_pairs, [Fraction(1)] * n_ring)
assert ring_equal == jammed_empty_formula(n_ring - 2)
ring_uneven = jammed_empty_by_enumeration(
    n_ring, ring_pairs, [Fraction(10 if i % 2 == 0 else 1)
                         for i in range(n_ring)])
ring_equal_coverage = 1.0 - float(ring_equal) / n_ring
ring_uneven_coverage = 1.0 - float(ring_uneven) / n_ring
assert abs(ring_equal_coverage - (1.0 - exp(-2.0))) < 1e-4
assert ring_uneven_coverage > ring_equal_coverage + 0.01

# Long open row: the first dimer splits it into two independent rows.
n_row = 1000
row_empty = [0.0, 1.0]
sum_of_shorter = 0.0
for n in range(2, n_row + 1):
    sum_of_shorter += row_empty[n - 2]
    row_empty.append(2.0 * sum_of_shorter / (n - 1))
assert abs(row_empty[n_row] - (n_row + 2) * exp(-2.0)) < 1e-8

# Rate balance for empty runs, cut at a length where the rest is negligible.
longest_run = 40
balance = (np.diag(-np.arange(longest_run, dtype=float))
           + np.diag(-2.0 * np.ones(longest_run - 1), 1))


def empty_runs(tau):
    return expm(balance * tau) @ np.ones(longest_run)


for tau in (0.2, 1.0, 2.0, 4.0, 8.0):
    runs = empty_runs(tau)
    assert abs(1.0 - runs[0] - coverage(tau)) < 1e-9
    assert abs(runs[1] - exp(-tau) * (1.0 - coverage(tau))) < 1e-9
jammed_runs = empty_runs(40.0)
assert abs(jammed_runs[0] - exp(-2.0)) < 1e-9
assert abs(jammed_runs[1]) < 1e-9
late_tau = 8.0
late_ratio = ((empty_runs(late_tau)[0] - jammed_runs[0])
              / (2.0 * exp(-2.0) * exp(-late_tau)))
assert abs(late_ratio - 1.0) < 1e-3  # next term is of relative size exp(-8)

# Random simulation on rings, using the first attempt time of each pair.
rng = np.random.default_rng(2718)
n_rings, ring_size, sample_tau = 40, 5000, 1.0
simulated = []
for _ in range(n_rings):
    attempt_time = rng.exponential(size=ring_size)
    occupied = [False] * ring_size
    early = total = 0
    for left in np.argsort(attempt_time).tolist():
        right = (left + 1) % ring_size
        if not occupied[left] and not occupied[right]:
            occupied[left] = occupied[right] = True
            total += 1
            early += attempt_time[left] <= sample_tau
    simulated.append((2.0 * early / ring_size, 2.0 * total / ring_size))
simulated = np.array(simulated)
sim_mean = simulated.mean(axis=0)
sim_error = simulated.std(axis=0, ddof=1) / sqrt(n_rings)
for mean, error, expected in zip(sim_mean, sim_error,
                                 (coverage(sample_tau), 1.0 - exp(-2.0))):
    assert abs(mean - expected) < 5.0 * error

# Worked example with round model parameters.
rate = 0.02
jamming = 1.0 - exp(-2.0)
target = 0.99 * jamming
u_target = -0.5 * log(1.0 - target)
tau_target = -log(1.0 - u_target)
assert abs(1.0 - empty_runs(tau_target)[0] - target) < 1e-9

print(f"jamming coverage, infinite row: {jamming:.6f} (fraction of sites)")
print(f"empty fraction at jamming: {exp(-2.0):.6f}")
print(f"dimers per site at jamming: {jamming / 2:.6f}")
print(f"end site of a long row empty at jamming: {exp(-1.0):.6f}")
print(f"attempt rate per neighbouring pair: {rate:.2f} 1/s")
for time in (10, 50, 100, 200, 400):
    tau = rate * time
    print(f"t = {time} s: tau = {tau:.1f}, u = {1 - exp(-tau):.6f}, "
          f"coverage = {coverage(tau):.6f}")
print(f"99 % of jamming: coverage = {target:.6f}, u = {u_target:.6f}")
print(f"99 % of jamming: tau = {tau_target:.4f}, "
      f"time = {tau_target / rate:.1f} s")
print(f"open row length: {n_row} sites")
print(f"mean empty sites in jammed row: {row_empty[n_row]:.3f}")
print(f"mean dimers in jammed row: {(n_row - row_empty[n_row]) / 2:.3f}")
print(f"coverage of jammed row: {1 - row_empty[n_row] / n_row:.6f}")
for n in (2, 3, 4, 5, 6):
    print(f"mean empty sites, jammed open row of {n}: "
          f"{jammed_empty_formula(n)}")
print(f"ring of {n_ring} sites, equal rates: "
      f"coverage = {ring_equal_coverage:.6f}")
print(f"ring of {n_ring} sites, alternating rates 10:1: "
      f"coverage = {ring_uneven_coverage:.6f}")
print(f"master equation: row of {n_short} sites, tau = {tau_short:.1f}")
print(f"largest shielding error below 1e-11: {shielding_error < 1e-11}")
print(f"late-law ratio at tau = {late_tau:.0f}: {late_ratio:.6f}")
print(f"simulation: {n_rings} rings of {ring_size} sites")
print(f"simulated coverage at tau = {sample_tau:.0f}: {sim_mean[0]:.5f}, "
      f"standard error {sim_error[0]:.5f}")
print(f"formula coverage at tau = {sample_tau:.0f}: "
      f"{coverage(sample_tau):.5f}")
print(f"simulated jamming coverage: {sim_mean[1]:.5f}, "
      f"standard error {sim_error[1]:.5f}")
print("no test failed")
```

Running it gives:

```
jamming coverage, infinite row: 0.864665 (fraction of sites)
empty fraction at jamming: 0.135335
dimers per site at jamming: 0.432332
end site of a long row empty at jamming: 0.367879
attempt rate per neighbouring pair: 0.02 1/s
t = 10 s: tau = 0.2, u = 0.181269, coverage = 0.304092
t = 50 s: tau = 1.0, u = 0.632121, coverage = 0.717546
t = 100 s: tau = 2.0, u = 0.864665, coverage = 0.822597
t = 200 s: tau = 4.0, u = 0.981684, coverage = 0.859615
t = 400 s: tau = 8.0, u = 0.999665, coverage = 0.864574
99 % of jamming: coverage = 0.856018, u = 0.969034
99 % of jamming: tau = 3.4749, time = 173.7 s
open row length: 1000 sites
mean empty sites in jammed row: 135.606
mean dimers in jammed row: 432.197
coverage of jammed row: 0.864394
mean empty sites, jammed open row of 2: 0
mean empty sites, jammed open row of 3: 1
mean empty sites, jammed open row of 4: 2/3
mean empty sites, jammed open row of 5: 1
mean empty sites, jammed open row of 6: 16/15
ring of 12 sites, equal rates: coverage = 0.864668
ring of 12 sites, alternating rates 10:1: coverage = 0.957543
master equation: row of 8 sites, tau = 0.7
largest shielding error below 1e-11: True
late-law ratio at tau = 8: 1.000336
simulation: 40 rings of 5000 sites
simulated coverage at tau = 1: 0.71877, standard error 0.00111
formula coverage at tau = 1: 0.71755
simulated jamming coverage: 0.86551, standard error 0.00049
no test failed
```
